\section*{Planar ion-matrix sheath thickness at a 10 kV bias}

\section*{Problem}

A large, flat, conducting target faces a uniform hydrogen plasma. The local ion density next to the target is $n=10^{10}\ \mathrm{cm^{-3}}$, and all ions are taken to be $\mathrm{H_2^+}$, with charge $+e$ and mass $M=3.346\times10^{-27}$ kg. The electron temperature, expressed as a voltage, is $T_e=3$ V. The target is suddenly brought to a potential $V_0=10$ kV below that of the plasma. Electrons are driven away from it and leave behind a layer of ions, the ion-matrix sheath.

\begin{enumerate}
\item[(a)] Find the thickness $s_0$ of this layer while the ions are still at rest. Find also the field at the target and the number of bared ions per unit area.
\item[(b)] Over what range of voltage rise times can such a layer form?
\item[(c)] How much does the finite electron temperature change the thickness?
\item[(d)] The voltage rises linearly during a time $t_r$. Find the leading correction to the thickness from ion motion, and compare it with numerical results for 1, 10 and 100 ns.
\item[(e)] Judge the use of $s_0$ for hydrogen plasma implantation of a wafer.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Thickness with the ions at rest}

Let $x$ be the distance from the target into the plasma, and let the potential $\phi$ be zero in the plasma, so that $\phi(0)=-V_0$. Since $V_0\gg T_e$, we first treat the layer $0<x<s_0$ as free of electrons. Its charge density is $en$, and Poisson's equation reads
\begin{equation}
\phi''=-\frac{en}{\varepsilon_0}.
\end{equation}
Beyond $s_0$ the plasma is neutral and field-free. There is no surface charge at the edge, so both the potential and the field are continuous there:
\begin{equation}
\phi(s_0)=0,\qquad \phi'(s_0)=0 .
\end{equation}
Integrating from $x$ to $s_0$ gives $0-\phi'(x)=-(en/\varepsilon_0)(s_0-x)$, hence
\begin{equation}
\phi'(x)=\frac{en}{\varepsilon_0}(s_0-x).
\end{equation}
A second integration from $x$ to $s_0$ gives
\begin{equation}
0-\phi(x)=\frac{en}{\varepsilon_0}\int_x^{s_0}(s_0-x')\,dx'
=\frac{en}{2\varepsilon_0}(s_0-x)^2 .
\end{equation}
At the target $-\phi(0)=V_0$, so
\begin{equation}
V_0=\frac{en s_0^2}{2\varepsilon_0},
\qquad
s_0=\sqrt{\frac{2\varepsilon_0V_0}{en}} .
\label{eq:s0}
\end{equation}

The density in SI units is $10^{10}\times10^6=10^{16}\ \mathrm{m^{-3}}$. Therefore
\begin{align}
2\varepsilon_0V_0&=2(8.854\times10^{-12})(10^4)
=1.7708\times10^{-7}\ \mathrm{C/m},\\
en&=(1.6022\times10^{-19})(10^{16})
=1.6022\times10^{-3}\ \mathrm{C/m^3},\\
s_0^2&=\frac{1.7708\times10^{-7}}{1.6022\times10^{-3}}
=1.1053\times10^{-4}\ \mathrm{m^2},\\
s_0&=1.051\times10^{-2}\ \mathrm{m}=10.5\ \mathrm{mm}.
\end{align}

The field $-\phi'$ points towards the target. Its magnitude there is
\begin{equation}
E_w=\frac{ens_0}{\varepsilon_0}=\frac{2V_0}{s_0}=0.019\ \mathrm{MV/cm},
\end{equation}
twice the mean field, because the field falls linearly to zero. The number of bared ions per area is $ns_0=1.05\times10^{10}\ \mathrm{cm^{-2}}$. This is the initial content of the layer; the dose from a whole pulse also includes ions collected later.

The condition of zero field at the edge is what selects the thickness. Suppose that we require only $\phi(0)=-V_0$ and $\phi(a)=0$ for some width $a$. The mean slope is $V_0/a$, and the slope falls linearly by $ena/\varepsilon_0$ across the layer, so
\begin{equation}
\phi'(a)=\frac{V_0}{a}-\frac{ena}{2\varepsilon_0}.
\end{equation}
This vanishes at $a=s_0$. At $a=1.1s_0$ its magnitude is $0.095E_w$, a field that the neutral plasma could not tolerate. A finite-difference solution of Poisson's equation gives the same value, and a field that is zero to rounding error at $a=s_0$.

Equation (\ref{eq:s0}) contains no ion mass. Doubling the voltage at fixed density multiplies $s_0$ by $\sqrt2$; doubling the density at fixed voltage divides it by $\sqrt2$.

\subsection*{(b) The permitted rise time}

An ion at $x_0$ in the layer obeys
\begin{equation}
M\ddot x=-e\phi'(x_0)=-\frac{ne^2}{\varepsilon_0}(s_0-x_0)
\end{equation}
at the start of its motion. The rate that sets its response is thus
\begin{equation}
\omega_{pi}=\sqrt{\frac{ne^2}{\varepsilon_0M}},
\qquad \frac1{\omega_{pi}}=10.7\ \mathrm{ns}.
\end{equation}
An electron in the same field feels a force of equal size and opposite direction. Replacing $M$ by the electron mass $m_e$ gives $1/\omega_{pe}=0.18$ ns. The ratio of the two times is $\sqrt{M/m_e}=60.6$. The ions must hardly move during the rise, and the electrons must be able to follow it.

The electrons respond more slowly than $1/\omega_{pe}$ suggests. Let a grounded wall bound the plasma at a distance $L\gg s_0$ from the target. The voltage $V$ is applied across this whole length, and all the electrons in it must shift together. When they have shifted by $s$, the bared layer takes up the voltage $ens^2/(2\varepsilon_0)$. The remainder, spread over $L$, accelerates them:
\begin{equation}
m_e\ddot s=\frac eL\left(V-\frac{ens^2}{2\varepsilon_0}\right).
\end{equation}
For small departures from $s_0$ at $V=V_0$ this is an oscillation of angular frequency $\omega_{pe}\sqrt{s_0/L}$. A layer close to $s_0$ at the end of the rise therefore requires
\begin{equation}
\frac1{\omega_{pe}}\sqrt{\frac L{s_0}}\ll t_r\ll\frac1{\omega_{pi}} .
\end{equation}
For $L=10$ cm the left side is about 0.55 ns, so the window is narrow. After a rise of 1 ns the electrons are still far from settled. For longer rises they overshoot and oscillate about $s_0$ unless the motion is damped. The restoring frequency vanishes at $s=0$, so the start of the ramp always excites this motion, and the amplitude left by the equation above falls only slowly, roughly as $s_0(\omega_{pe}\sqrt{s_0/L}\,t_r)^{-1/2}$: about 40 per cent of $s_0$ after a rise of 3 ns and still over 20 per cent after 10 ns. The inequality is thus necessary but not sufficient, and without damping $s_0$ is the centre of an oscillation more than a position of rest. These figures are rough: electrons absorbed at the grounded wall do not return, and light takes 0.33 ns to cross $L$, so the electrostatic picture is marginal below a nanosecond. The ion mass, absent from $s_0$, thus enters through the upper limit on the rise time.

\subsection*{(c) Electron temperature}

Electrons in thermal equilibrium have density $n\exp(\phi/T_e)$. Define $u=-\phi/T_e$, and let $\xi$ be the distance measured \emph{towards} the target in units of the Debye length
\begin{equation}
\lambda_D=\sqrt{\frac{\varepsilon_0T_e}{en}}=0.129\ \mathrm{mm}.
\end{equation}
Poisson's equation, with the ions still fixed, becomes
\begin{equation}
\frac{d^2u}{d\xi^2}=1-e^{-u}.
\end{equation}
Multiply by $du/d\xi$. The left side is the derivative of $\tfrac12(du/d\xi)^2$ and the right side that of $u+e^{-u}$. Deep in the plasma $u$ and $du/d\xi$ vanish, which fixes the constant:
\begin{equation}
\frac12\left(\frac{du}{d\xi}\right)^2=u+e^{-u}-1 .
\end{equation}

The edge is now smooth, so a thickness must be defined. Let $s_q$ be the width of a layer of bare ions with the same net charge. The net charge density divided by $en$ is $1-e^{-u}=d^2u/d\xi^2$, and its integral up to the target is the wall value of $du/d\xi$. With $U=V_0/T_e$,
\begin{equation}
s_q=\lambda_D\sqrt{2(U-1+e^{-U})}
\simeq s_0\sqrt{1-\frac{T_e}{V_0}},
\end{equation}
where $\lambda_D\sqrt{2U}=s_0$ was used and the term $e^{-U}$ dropped, since $U\approx3300$. The relative change is about $-T_e/(2V_0)=-1.5\times10^{-4}$, or $-0.002$ mm. Numerical integration of the profile agrees with this formula. It also places the point of half electron density 10.49 mm from the target, within one Debye length of $s_0$. The sharp edge is therefore a good approximation here; it would fail if $V_0$ were only a few times $T_e$. This result assumes that the electrons have settled; the shift is far smaller than the undamped oscillation found in (b).

\subsection*{(d) Ion motion during the rise}

From here on, lengths are in units of $s_0$, times in units of $1/\omega_{pi}$ and voltages in units of $V_0$. Electrons are treated as cold and prompt, and ions beyond the edge $s(t)$ as at rest. Let $x(x_0,t)$ be the position of the ion that started at $x_0$. As long as ions do not overtake one another, the charge between this ion and the edge is fixed by $s-x_0$, and
\begin{equation}
\ddot x=-(s(t)-x_0)
\end{equation}
after the edge passes it at time $t_0$, where $s(t_0)=x_0$. Integrating twice from rest,
\begin{equation}
x=x_0-\int_{t_0}^{t}(t-t')\,[s(t')-x_0]\,dt' .
\label{eq:path}
\end{equation}
On differentiating with respect to $x_0$, the term from the moving lower limit vanishes because $s(t_0)-x_0=0$. What remains is
\begin{equation}
\frac{\partial x}{\partial x_0}=1+\frac{(t-t_0)^2}{2}>0 ,
\end{equation}
so neighbouring ions separate and the assumption of no overtaking is consistent.

The voltage condition follows from Gauss's law. In SI units, with $n_i(x)$ the current ion density,
\begin{equation}
V=\frac e{\varepsilon_0}\int_0^s dx\int_x^s n_i(x')\,dx'
=\frac e{\varepsilon_0}\int_0^s x'n_i(x')\,dx' ,
\end{equation}
where the order of integration was exchanged. Ion conservation gives $n_i\,dx'=n\,dx_0$. Division by $V_0=ens_0^2/(2\varepsilon_0)$ then gives, in the reduced units,
\begin{equation}
V(t)=2\int x(x_0,t)\,dx_0 ,
\label{eq:voltage}
\end{equation}
taken over the ions still in the sheath. Ions that move towards the target lower this integral, so the edge must advance to bare more ions and sustain the voltage.

Let $V=t/T$ with $T=\omega_{pi}t_r\ll1$. To lowest order $s^2=t/T$. At the end of the rise, inserting (\ref{eq:path}) in (\ref{eq:voltage}) gives
\begin{align}
1&=s^2-2\int_0^T(T-t')\,dt'\int_0^{s(t')}[s(t')-x_0]\,dx_0\\
&=s^2-\int_0^T(T-t')\,s(t')^2\,dt'\\
&\simeq s^2-\int_0^T(T-t')\frac{t'}{T}\,dt'
=s^2-\left(\frac{T^2}{2}-\frac{T^2}{3}\right).
\end{align}
Ions that have already struck the target come from a strip of width of order $T^2$, and each is misplaced by a distance of that order, so they affect this balance at order $T^4$. Back in ordinary units,
\begin{equation}
s(t_r)\simeq s_0\sqrt{1+\frac{(\omega_{pi}t_r)^2}{6}} .
\end{equation}
At $T=0.1$ the numerical solution of the ion motion gives $s^2-1=1.660\times10^{-3}$, against $T^2/6=1.667\times10^{-3}$; the difference is of order $T^4$, as expected.

For the three rise times the numerical thicknesses are given below. They show the effect of ion motion alone, with prompt electrons; at 1 ns the electrons of a real plasma would lag behind, and at 10 ns their oscillation, if undamped, would exceed the correction listed, as found in (b).
\begin{center}
\begin{tabular}{ccc}
$t_r$ (ns) & $s(t_r)$ (mm) & $s(t_r)/s_0$\\
1 & 10.5 & 1.001\\
10 & 11.1 & 1.054\\
100 & 16.4 & 1.561
\end{tabular}
\end{center}
At 10 ns, $T=0.93$ and the leading formula gives a ratio of 1.07, already somewhat high. At 100 ns, $T=9.3$; the formula would give 3.9 and has no validity there.

\subsection*{(e) The result beside a real implanter}

Hydrogen plasma implantation works with voltages and densities of roughly this order, and 1 mTorr is a reasonable rough pressure. The assumption of a sudden voltage is not met. High-voltage pulses typically take, very roughly, 100 ns or more to rise. At 100 ns the calculated edge lies 56 per cent beyond $s_0$. That calculation omits the drift of ions into the sheath at the Bohm speed $\sqrt{eT_e/M}=12$ km/s, which covers 1.2 mm in 100 ns, so its result is better read as about 16 mm; the drift refills the layer and holds the edge back by a fraction of that distance. A real hydrogen plasma also contains $\mathrm{H^+}$ and $\mathrm{H_3^+}$. At the same total density these leave $s_0$ unchanged but alter the response time.

The meaning of the quoted density matters too. Before the pulse, ions approaching a target in a nearly collisionless plasma gain an energy $eT_e/2$ in the presheath. The potential drop $T_e/2$ multiplies the density there by the factor $e^{-1/2}=0.607$. If $10^{10}\ \mathrm{cm^{-3}}$ is the bulk value and this lower density fills the whole layer, the thickness becomes $s_0/\sqrt{0.607}=13.5$ mm.

Two further effects concern the use of the layer more than its initial thickness. For a rough collision cross-section of $10^{-15}\ \mathrm{cm^2}$ and gas at 300 K, the ion mean free path at 1 mTorr is roughly 0.3 m. An ion crossing a distance $s_0$ then has about a 3 per cent chance of a collision, which would alter its impact energy. On a free-standing wafer of 200 mm diameter, the strip within $s_0$ of the rim holds 20 per cent of the area. Within this strip the planar solution for the initial layer becomes steadily less accurate towards the rim.

The value 10.5 mm is thus the answer for a sudden bias and a known local density. With a rise of 100 ns the sheath is already about half as thick again when the full voltage is reached. A slower rise gives the ions more time to move, and the edge continues to advance for some time after the full voltage is reached, until the inflow of ions from the plasma can sustain a steady sheath. Equating the Child-law current to $en$ times the Bohm speed gives for that sheath $s_0(\sqrt2/3)(2V_0/T_e)^{1/4}\approx45$ mm, approached over microseconds; across it the collision chance estimated above rises to about 13 per cent and the rim strip to about 70 per cent of the wafer. Thus $s_0$ should not be taken as the sheath thickness later in the pulse. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (plasma values other than density are rough)
bias voltage = 10.0 kV
ion density = 1.00e+10 cm^-3 = 1.00e+16 m^-3
electron temperature = 3.0 eV
gas pressure = 1.0 mTorr
gas temperature = 300 K
collision cross-section = 1.0e-15 cm^2
wafer diameter = 200 mm
H2+ mass = 3.3462e-27 kg
IDEAL ION-MATRIX SHEATH
elementary charge = 1.60218e-19 C
vacuum permittivity = 8.85419e-12 F/m
2 eps0 V0 = 1.7708e-07 C/m
e n = 1.6022e-03 C/m^3
s0 squared = 1.1053e-04 m^2
thickness s0 = 10.513 mm = 1.0513 cm
wall field magnitude = 0.0190 MV/cm
bared ions per area = 1.051e+10 cm^-2
edge field / wall field at s0 = 1.3e-14
edge field / wall field at 1.1 s0 = 0.095
TIME WINDOW
1/omega_pe = 0.177 ns
1/omega_pi = 10.74 ns
omega_pe/omega_pi = 60.6
WARM ELECTRONS
Debye length = 0.129 mm
thickness from net charge = 10.5116 mm
s0 sqrt(1-Te/V0) = 10.5116 mm
wall to half electron density = 10.491 mm
ION MOTION DURING A LINEAR VOLTAGE RISE
short-rise test: s^2-1 computed = 1.6605e-03
short-rise test: T^2/6 = 1.6667e-03
rise 1 ns: edge = 10.52 mm, ratio to s0 = 1.001
rise 10 ns: edge = 11.08 mm, ratio to s0 = 1.054
rise 100 ns: edge = 16.41 mm, ratio to s0 = 1.561
OTHER NEGLECTED EFFECTS
presheath density factor = 0.607
thickness at presheath density = 13.50 mm
Bohm speed = 11.99 km/s
Bohm drift in 100 ns = 1.20 mm
ion mean free path = 311 mm
s0 / mean free path = 0.034
wafer area within s0 of rim = 19.9 percent
\end{verbatim}
